# Step Pairing in Epitaxial Growth as a Supercritical Pitchfork

In a model of a growing vicinal germanium surface, a deposition flux 1% above a certain threshold makes successive terraces alternately 5.5% wider and 5.5% narrower than their mean. At 5% above threshold the figure is 12%, and at 1% below it the alternation dies out. A small excess of flux thus produces a much larger relative change of the terrace widths, yet the change starts from zero. The theorem below explains this response, and the section on long trains says for which step trains it holds.

## Setting and assumptions

The surface descends towards $+x$. Straight step $n$ lies at $x_n$, and the terrace in front of it has width $l_n=x_{n+1}-x_n$. This terrace is the lower terrace of step $n$ and the upper terrace of step $n+1$. Growth moves steps towards $+x$.

Atoms arrive at a flux of $F$ layers per unit time. With $\Omega$ the surface area per atom of a layer, this is $F/\Omega$ atoms per area and time. Adatoms diffuse with coefficient $D$. They attach to a step with coefficient $\kappa_+$ from its lower terrace and $\kappa_-$ from its upper terrace. Define

$$p=\frac{\kappa_-}{\kappa_++\kappa_-},\qquad \kappa_s=\frac{\kappa_+\kappa_-}{\kappa_++\kappa_-}.$$

The assumptions are:

1. The adatom density follows the step positions quasi-statically. There is no desorption and no island nucleation, and adatoms do not cross steps without attaching.
2. Attachment is slow: $D/\kappa_\pm\gg l_n$.
3. Neighbouring steps repel with energy $g/l_n^2$ per unit step length, $g>0$.
4. The step chemical potential $\mu_n$ is small compared with $kT$, so the adatom density in equilibrium with step $n$ is $c_0e^{\mu_n/kT}\simeq c_0(1+\mu_n/kT)$.

## From terraces to the pair equation

**Lemma 1 (step velocity).** With $W=\Omega\kappa_sc_0/kT$,

$$\dot x_n=pFl_{n-1}+(1-p)Fl_n+W(\mu_{n-1}-2\mu_n+\mu_{n+1}).$$

*Proof.* Take one terrace $0\le x\le L$ whose left and right steps have equilibrium densities $c_L$ and $c_R$. The adatom density obeys $Dc''+F/\Omega=0$. Let $q=Dc'(0)$ be the arrival rate per length at the left step, and $r=-Dc'(L)$ that at the right step. One integration gives $Dc'(x)=q-Fx/\Omega$, hence $r=FL/\Omega-q$. A second integration gives

$$c(L)=c(0)+\frac{qL}{D}-\frac{FL^2}{2\Omega D}.$$

The attachment laws are $q=\kappa_+[c(0)-c_L]$ and $r=\kappa_-[c(L)-c_R]$. They give $c(0)=c_L+q/\kappa_+$ and $c(L)=c_R+(FL/\Omega-q)/\kappa_-$. Inserting both and collecting $q$,

$$q\left(\frac1{\kappa_+}+\frac1{\kappa_-}+\frac LD\right)=c_R-c_L+\frac{FL}{\Omega}\left(\frac1{\kappa_-}+\frac L{2D}\right).\tag{1}$$

For slow attachment the terms with $L/D$ drop out. Since $1/\kappa_++1/\kappa_-=1/\kappa_s$ and $\kappa_s/\kappa_-=1-p$,

$$q=\kappa_s(c_R-c_L)+(1-p)\frac{FL}\Omega,\qquad r=-\kappa_s(c_R-c_L)+p\frac{FL}\Omega.$$

Step $n$ receives $q$ from terrace $n$ and $r$ from terrace $n-1$. Each atom adds area $\Omega$, so $\dot x_n=\Omega(q_n+r_{n-1})$. On terrace $n$, $c_R-c_L=c_0(\mu_{n+1}-\mu_n)/kT$; on terrace $n-1$ it is $c_0(\mu_n-\mu_{n-1})/kT$. Adding the two contributions gives the stated velocity. ∎

**Lemma 2 (chemical potential).** $\mu_n=2g\Omega\,(l_n^{-3}-l_{n-1}^{-3})$.

*Proof.* Advancing a step by $dx$ takes up $dx/\Omega$ atoms per length, so $\mu_n=\Omega\,\partial E/\partial x_n$. The terms of $E$ that contain $x_n$ are $g/l_{n-1}^2+g/l_n^2$. As $x_n$ increases, $l_{n-1}$ grows and $l_n$ shrinks, so the derivative is $-2g/l_{n-1}^3+2g/l_n^3$. ∎

A step with a narrow terrace ahead therefore has a high chemical potential and tends to lose atoms and retreat.

**Lemma 3 (pair equation).** Let $l_n=l(1+e)$ for even $n$ and $l(1-e)$ for odd $n$, with $|e|<1$. This alternation persists, $l$ stays constant, and

$$\dot e=Ae-K\left[(1-e)^{-3}-(1+e)^{-3}\right],$$

$$A=2F(2p-1),\qquad K=\frac{16g\Omega^2\kappa_sc_0}{kT\,l^4}.\tag{2}$$

*Proof.* All even steps have the same surroundings and hence the same velocity $v_0$; all odd steps have velocity $v_1$. The wide terraces change at the rate $v_1-v_0$ and the narrow ones at $v_0-v_1$, so the pattern and its mean width persist, and $l\dot e=v_1-v_0$.

The deposition parts of the velocities are

$$v_0:\ Fl[p(1-e)+(1-p)(1+e)],\qquad v_1:\ Fl[p(1+e)+(1-p)(1-e)].$$

Their difference $v_1-v_0$ is $Fl[2pe-2(1-p)e]=2F(2p-1)\,l\,e$, which gives $A$.

Write $B(e)=(1-e)^{-3}-(1+e)^{-3}$. Lemma 2 gives $\mu_0=-2g\Omega B/l^3$ and $\mu_1=+2g\Omega B/l^3$. Both neighbours of an even step are odd, so its exchange velocity is $2W(\mu_1-\mu_0)=8Wg\Omega B/l^3$. The odd steps have the opposite value. The contribution to $v_1-v_0$ is $-16Wg\Omega B/l^3$, and division by $l$ gives $-KB$ with $K=16g\Omega W/l^4$. ∎

The sign of $A$ has a direct meaning. If $p>1/2$, a step is fed mainly from the terrace behind it. The step behind a wide terrace is then slow and the step ahead of it fast, so the wide terrace widens. Repulsion opposes this.

## The bifurcation

**Theorem.** Let $K>0$ and $|e|<1$ in the pair equation.

(a) If $A\le6K$, $e=0$ is the only steady state and every solution tends to it.

(b) If $A>6K$, $e=0$ is unstable and there are two further steady states $\pm e_*$, both stable. Every solution starting at $e\ne0$ tends to the one of its own sign.

(c) With $s_0=(A-6K)/(20K)$, just above threshold

$$e_*^2=s_0-2.1\,s_0^2+O(s_0^3).$$

*Proof.* Over a common denominator,

$$B(e)=\frac{(1+e)^3-(1-e)^3}{(1-e^2)^3}=\frac{6e+2e^3}{(1-e^2)^3}.$$

With $s=e^2$ the pair equation becomes

$$\dot e=Ke\left[\frac AK-R(s)\right],\qquad R(s)=\frac{6+2s}{(1-s)^3}.\tag{3}$$

The derivative is

$$R'(s)=\frac{2(1-s)+3(6+2s)}{(1-s)^4}=\frac{20+4s}{(1-s)^4}>0.$$

So $R$ rises monotonically from $R(0)=6$ to infinity as $s\to1$. If $A\le6K$, the square bracket in (3) is negative for every $s>0$, and $|e|$ decreases to zero. If $A>6K$, the bracket vanishes at one value $s_*$. It is positive below $s_*$ and negative above, so $|e|$ moves towards $e_*=\sqrt{s_*}$ from both sides. This proves (a) and (b).

For (c), use $(1-s)^{-3}=1+3s+6s^2+\dots$:

$$R(s)=6+(18+2)s+(36+6)s^2+\dots=6+20s+42s^2+\dots$$

The condition $R=A/K$ reads $20s_0=20s+42s^2+\dots$, or $s_0=s+2.1s^2+\dots$. Inverting the series gives (c). ∎

To third order, $\dot e=(A-6K)e-20Ke^3$. The cubic term is negative and limits the growth, so the pitchfork is supercritical: the new states emerge continuously from $e=0$. The cause is that the stiffness of the repulsion, proportional to $l_n^{-4}$, rises more where a terrace narrows than it falls where its neighbour widens: for $e\ne0$, $B'(e)=3[(1-e)^{-4}+(1+e)^{-4}]$ exceeds its value 6 at $e=0$.

**Remark 1 (rates).** Small pairing grows at the rate $A-6K$. Differentiating (3) at $e_*$, where the bracket vanishes, gives a return rate of $2Ks_*R'(s_*)$. Near threshold this is $40Ks_0=2(A-6K)$. Both times diverge at threshold. At $A=6K$ itself, small $e$ obeys $\dot e=-20Ke^3$, so $d(e^{-2})/dt=40K$ and

$$e^2(t)=\frac{e^2(0)}{1+40Ke^2(0)\,t},$$

a power law instead of an exponential.

**Remark 2 (strong drive).** For $A\gg K$, $e_*$ approaches 1 and the term $(1-e)^{-3}$ dominates $B$. The balance $A\simeq K(1-e_*)^{-3}$ gives a narrow terrace of width $l(K/A)^{1/3}$. The limit is approached slowly: this width is 14% too small at $A/K=30$ and 9% too small at $A/K=100$. The description fails when this width nears the atomic spacing or $|\mu_n|$ nears $kT$.

**Remark 3 (thresholds).** For $p>1/2$, setting $A=6K$ in (2) gives

$$F_c=\frac{3K}{2p-1}.$$

At fixed $l$, temperature and attachment coefficients, $A/K=6F/F_c$, so the leading law becomes $e_*\simeq\sqrt{0.3\,(F/F_c-1)}$. An excess of 0.01 gives 0.055, the number in the opening. At fixed flux, $K\propto l^{-4}$, so pairing sets in for $l>l_c=l_1(6K_1/A)^{1/4}$, where $K_1$ is the value of $K$ at a reference width $l_1$. For $p\le1/2$, $A\le0$ and part (a) applies at any flux.

## What happens in a long train

The theorem treats trains of period two. Other disturbances need a separate calculation.

**Proposition.** A disturbance $l_n=l(1+u_n)$, $u_n\propto e^{i\phi n+\sigma t}$, of a uniform train has

$$\mathrm{Re}\,\sigma=\frac A2w-\frac{3K}2w^2,\qquad w=1-\cos\phi.$$

*Proof.* From $\dot l_n=\dot x_{n+1}-\dot x_n$, deposition contributes $F[p(1-e^{-i\phi})+(1-p)(e^{i\phi}-1)]$ to $\sigma$. Its real part is $F(2p-1)w=Aw/2$. For the repulsion, linearising Lemma 2 gives $\mu_n=-(6g\Omega/l^3)(u_n-u_{n-1})$. Since a second difference multiplies the mode by $-2w$, $\mu_{n+1}-\mu_n=(12g\Omega/l^3)w\,u_n$. The exchange term in Lemma 1 contains another second difference, so it contributes $-2wW(12g\Omega/l^4)w=-24Wg\Omega w^2/l^4=-(3K/2)w^2$. ∎

Pairing is $\phi=\pi$, $w=2$, which returns $A-6K$. But for any $A>0$ the modes with $w<A/(3K)$ grow. For $A<12K$ the fastest has $w=A/(6K)$ and rate $A^2/(24K)$. At the pairing threshold this is a mode of four steps growing at $1.5K$. A long uniform train is therefore already unstable when pairing becomes possible. The saturation law describes a train held to period two, such as a calculation with two steps in a periodic cell.

## Worked example: vicinal germanium (111)

Take bilayer steps, lattice constant $a=0.566$ nm, $T=800$ K and $l=4.00$ nm. The surface cell, of area $\sqrt3a^2/4$, holds two atoms of the bilayer, so $\Omega=\sqrt3a^2/8=0.0694$ nm². The step height is $a/\sqrt3=0.327$ nm, and the miscut is $4.7^\circ$. The rough model values are $g=0.040$ eV nm, $\kappa_+=2000$ nm/s, $\kappa_-=3000$ nm/s, an equilibrium adatom coverage $\Omega c_0=10^{-3}$ and $D=10^6$ nm²/s. The flux is $F=0.048$ bilayers/s.

Then $p=0.6$, $\kappa_s=1200$ nm/s, $c_0=0.01442$ nm⁻² and $kT=0.0689$ eV. From (2),

$$A=2(0.048)(0.2)=0.0192\ \mathrm{s^{-1}},$$

$$K=\frac{16(0.040)(0.06936)^2(1200)(0.01442)}{(0.06894)(4.00)^4}=0.00302\ \mathrm{s^{-1}}.$$

The threshold is $F_c=3K/0.2=0.0453$ bilayers/s, so the flux is 6% above it. At this flux $l_c=3.94$ nm. With $A/K=6.361$, the leading law gives $e_*=\sqrt{0.361/20}=0.134$. Solving $R(e^2)=A/K$ numerically gives 0.132, or terraces of 4.53 and 3.47 nm. The leading law loses accuracy further up the branch:

| $F/F_c$ | $e_*$ from (3) | leading law |
|---|---|---|
| 1.01 | 0.055 | 0.055 |
| 1.05 | 0.121 | 0.122 |
| 1.20 | 0.231 | 0.245 |
| 2.00 | 0.436 | 0.548 |

At twice the threshold the leading law is 26% too high relative to the root of (3).

The growth time $1/(A-6K)$ is 917 s, during which 14 nm of film is deposited. The return time near saturation is 442 s from the full derivative, against 459 s from the leading law.

In a long train the fastest mode has a wavelength of 3.9 steps and grows at $1.69K$, while pairing grows at $0.36K$. Starting from saturated pairs does not remove the instability. Linearising the step velocities numerically about the paired state on a ring of 40 steps gives a largest growth rate of $1.42K$.

## How far the example describes a real surface

The temperature and the growth rate, about 0.016 nm/s, are plausible for slow germanium epitaxy. The kinetic coefficients are much less certain, and $K$ is proportional to $\kappa_sc_0$. The preference for attachment from the upper terrace is an assumption: an ordinary Ehrlich–Schwoebel barrier hinders that path, gives $p<1/2$, and suppresses pairing in this model.

Several neglected effects are small for these numbers. In the paired state $|\mu_n|/kT$ is about $10^{-3}$. Deposition raises the adatom coverage by $Fl/(\kappa_++\kappa_-)=3.8\times10^{-5}$, or 4% of its equilibrium value. Letting the adatom density of each terrace evolve in time, instead of following the steps quasi-statically, raises the fastest growth rate on a ring of 40 steps by 1% and changes the pairing rate by less than 0.1%. This rests on the small coverage assumed: at $\Omega c_0=0.1$ with the same $\kappa_\pm c_0$, the fastest rate nearly doubles, to $3.2K$. Ge(111) carries about one adatom per eight bilayer atoms in its reconstruction, so if these adatoms are mobile the value $10^{-3}$ is far too low. A rough sublimation rate, $10^{13}\,\mathrm{s^{-1}}$ times $e^{-3.9\,\mathrm{eV}/kT}$, is $3\times10^{-12}$ bilayers/s.

Finite diffusion shifts the threshold slightly. For equal step densities, $c_L=c_R$, keeping $L/D$ in (1) gives $r-q=(2p-1)(FL/\Omega)/(1+L\kappa_s/D)$. With $\epsilon=l\kappa_s/D=0.0048$, its slope in $L$ at $L=l$ falls by the factor $(1+\epsilon)^{-2}$, while exchange between steps falls by $(1+\epsilon)^{-1}$. The threshold therefore rises by the factor $1+\epsilon$, to 0.0455 bilayers/s. At the example's flux, a numerical root of the pair rate built from (1) gives $e_*=0.126$, 4% below the slow-attachment value.

The restriction to neighbouring steps has a larger effect. Suppose that steps at any distance $d$ repel with energy $g/d^2$. In the paired state the forces from second, fourth and further even neighbours cancel, while the odd ones multiply the linear repulsion by $1+3^{-4}+5^{-4}+\dots=\pi^4/96=1.015$. The threshold rises by 1.5%, to 0.0459 bilayers/s, and $e_*$ at the example's flux falls from 0.132 to 0.115.

Of the neglected effects estimated here, the largest is the thermal wandering of the steps, which the model takes as straight. For one step displaced by $y$ between fixed neighbours, the repulsion has curvature $6g[(l+y)^{-4}+(l-y)^{-4}]=(12g/l^4)(1+10y^2/l^2+\dots)$. With a rough step stiffness $\tilde\beta=0.5$ eV/nm and $k_r=12g/l^4$, equipartition over wavenumbers $Q$ along the step gives

$$\langle y^2\rangle=\int_{-\infty}^{\infty}\frac{dQ}{2\pi}\frac{kT}{\tilde\beta Q^2+k_r}=\frac{kT}{2\sqrt{\tilde\beta k_r}}.$$

In this harmonic estimate the rms displacement is 1.1 nm; the full repulsion between the fixed neighbours reduces it to 0.91 nm. Both values exceed the pairing amplitude $e_*l=0.53$ nm. Even in a train held to period two, pairing of this size would be hidden in single local widths and would need an average along a long step, over many terraces or over time. The correction $10\langle y^2\rangle/l^2$ is about 70% with the harmonic variance and 50% with the full one, too large for the expansion to be more than an estimate of size; the response of the step's mean position to a weak force in the full potential gives a stiffness about 90% above $k_r$. If $g$ were the bare repulsion, a rise of $K$ of this order would lift $F_c$ well above the chosen flux, and the pairing would vanish. The $g$ used here must therefore be read as an effective strength that already includes wandering, and the 6% excess over threshold as a setting of the model, not a prediction for germanium.
